# White-Noise Tail States by the Optimal-Fluctuation Method, part 2

An electron of effective mass $m$ moves in $d$ dimensions in a Gaussian random potential,

$$H=-\frac{\nabla^2}{2m}+V(\mathbf r),\qquad \langle V\rangle=0,\qquad \langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r').$$

Hartree atomic units are used: $\hbar=1$, with $m$ in electron masses. The clean band begins at zero energy. The problem is the density of states $\rho(-\varepsilon)$ at depth $\varepsilon>0$; $N(-\varepsilon)$ is the number of states per unit volume below $-\varepsilon$, and $\kappa=\sqrt{2m\varepsilon}$.

Part (a): a potential has weight $\exp\left(-\frac1{2\gamma}\int V^2\,d^dr\right)$. In weak noise, the logarithm of the probability $P$ of a level at or below $-\varepsilon$ is, to leading order, minus the minimum cost $S$, and $-\ln\rho\simeq S$.

Part (b): let $\varphi$ be the normalized ground orbital, $T$ its kinetic energy and $Q=\int\varphi^4$. Binding requires $-\int V\varphi^2\ge\varepsilon+T$, so Cauchy–Schwarz gives

$$(\varepsilon+T)^2\le\left(\int V\varphi^2\right)^2\le\int V^2\int\varphi^4.$$

A well $V\propto-\varphi^2$ attains the resulting bound on the cost, $(\varepsilon+T)^2/(2\gamma Q)$. For $d<4$, minimizing over orbitals gives

$$S=\min_\varphi\frac{(\varepsilon+T)^2}{2\gamma Q}=C_d\frac{\varepsilon^{2-d/2}}{\gamma m^{d/2}},\qquad T=\frac{d}{4-d}\,\varepsilon,$$

with $C_1=4\sqrt2/3$, $C_2=5.850$ and $C_3=13.36$.

Part (e): the optimal well is $V=-\varepsilon f^2(\kappa\mathbf r)$, where

$$\nabla^2f-f+f^3=0,\qquad C_d=2^{-1-d/2}\int f^4.$$

For other well shapes, the cost coefficient replaces $C_d$.

Part (f): for $d=1$, $m=1$ and $D=2\gamma$, an independent flux calculation gives

$$\frac1N=\sqrt{\frac\pi D}\int_0^\infty\frac{du}{\sqrt u}\,
\exp\left(\frac{\kappa^2u-u^3/12}{D}\right),$$

and the deep-tail limit $\rho(-\varepsilon)\simeq\frac{4\varepsilon}{\pi\gamma}\,e^{-S}$. Levels counted in random chains provide the sampled $N$.

In $d=2$ and $3$, white noise needs a short-distance smoothing, whose reason and consequences are considered next.

### (g) Why do two and three dimensions need smoothing?

**Calculate the second-order lowering of the band edge and state in what limit the white-noise exponent is meaningful.**

**Solution.** Give the noise a Gaussian covariance $B$ of length $\ell$, keeping its integral equal to $\gamma$:

$$B(\mathbf r)=\frac{\gamma}{(2\pi\ell^2)^{d/2}}e^{-r^2/(2\ell^2)},\qquad \tilde B(q)=\gamma e^{-q^2\ell^2/2}.$$

The potential couples the state of zero momentum to states of energy $q^2/(2m)$. Second-order perturbation theory lowers its energy on average by

$$\Delta=\int\frac{d^dq}{(2\pi)^d}\,\tilde B(q)\,\frac{2m}{q^2}.$$

In $d=3$ the volume element $4\pi q^2dq$ cancels the denominator:

$$\Delta=\frac{m\gamma}{\pi^2}\int_0^\infty e^{-q^2\ell^2/2}dq
=\frac{m\gamma}{\pi^2}\sqrt{\frac\pi2}\,\frac1\ell
=\frac{2m\gamma}{(2\pi)^{3/2}\ell}.$$

This diverges as $\ell\to0$. In $d=2$, for a state at depth $\varepsilon$, the denominator $\varepsilon+q^2/(2m)$ cuts off small $q$, and the large-$q$ part is $(m\gamma/\pi)\ln[1/(\kappa\ell)]$. It also diverges, but slowly. In $d=1$ the corresponding integral converges at large $q$, and white noise needs no smoothing.

The remedy is an order of limits. At fixed $\varepsilon$ and $\ell$, let $\gamma\to0$. Then $S\propto1/\gamma$ grows, while $\Delta\propto\gamma$ disappears. The quantity $\gamma S$ is well defined, and its white-noise value follows by letting $\ell\to0$ afterwards. In $d=1$ one may instead take $\varepsilon\to\infty$ at fixed $\gamma$.

At finite $\gamma$, an estimate of the correction follows if the edge is taken to move rigidly by $\Delta$. This is reasonable when $\ell$ is short compared with the optimal well, because the lowering then comes mainly from momenta so large that the binding energy and the well hardly affect the energy denominators. The exponent then decreases by approximately $\Delta\,dS/d\varepsilon$. In three dimensions $dS/d\varepsilon=S/(2\varepsilon)$, so

$$\Delta\frac{dS}{d\varepsilon}
=\frac{C_3}{2\gamma m^{3/2}\sqrt\varepsilon}\,\frac{2m\gamma}{(2\pi)^{3/2}\ell}
=\frac{0.85}{\sqrt{m\varepsilon}\,\ell}.$$

The factor $\gamma$ has cancelled. The shift is a correction to the prefactor in the weak-noise limit, but the prefactor becomes very large for short $\ell$. Direct use of the white-noise formula requires $S$ to be much larger than this correction, as well as $\ell$ to be small compared with the core of the optimal well.

Two lattice calculations examine these statements at a fixed short-distance cutoff. On a periodic $4\times4\times4$ lattice with unit spacing, $m=1$ and $\gamma=0.01$, the sampled edge lowering is 0.003963, and second-order theory gives 0.003951. For a level at $\varepsilon=1$ on the same lattice, the minimum cost is $\gamma S=6.197$. Sampling the probability of such a level gives $\ln P=-60.866$ at $\gamma=0.10$ and $-123.208$ at $\gamma=0.05$. The slope with respect to $1/\gamma$ is

$$\frac{123.208-60.866}{20-10}=6.234,$$

which is 0.6% above the minimum. A prefactor proportional to $\sqrt\gamma$, as in the tail of a single Gaussian variable, adds $\frac12\ln2/10=0.035$ to the slope and gives 6.232, close to the sampled value. The optimal well here is almost confined to one site, since a well on a single site costs 6.222. This coarse lattice tests the weak-noise principle, not the continuum value of $C_3$.

### (h) When does smoothing produce an Urbach edge?

**Generalize $S$ to a finite $\ell$. Find its local power of $\varepsilon$, and use a Gaussian orbital in $d=3$ to find where the logarithmic density is closest to a straight line.**

**Solution.** The Gaussian weight is now $\exp(-\frac12\int\!\!\int VB^{-1}V)$, where $B^{-1}$ is the inverse of the covariance as an integral operator. Let $n=\varphi^2$. Applying Cauchy–Schwarz to $B^{-1/2}V$ and $B^{1/2}n$ gives

$$\left(\int Vn\right)^2\le\left(\int\!\!\int VB^{-1}V\right)R,\qquad R=\int\!\!\int n(\mathbf r)B(\mathbf r-\mathbf r')n(\mathbf r').$$

The argument of part (b) then yields

$$S=\min_\varphi\frac{(\varepsilon+T)^2}{2R}.$$

At the minimum, a change of $\varepsilon$ also changes $\varphi$, but that change has no first-order effect on $S$. Only the explicit $\varepsilon$ contributes:

$$\frac{dS}{d\varepsilon}=\frac{\varepsilon+T}{R},\qquad
\alpha\equiv\frac{d\ln S}{d\ln\varepsilon}=\frac{2\varepsilon}{\varepsilon+T}.$$

For white noise $T=d\varepsilon/(4-d)$, and $\alpha=2-d/2$ is recovered. When the kinetic energy is negligible, $\alpha$ tends to 2: the electron sits in a broad well, and the tail follows the Gaussian distribution of the local potential.

An Urbach edge is an exponential tail, $\ln\rho=\text{constant}-\varepsilon/E_U$. At leading order $1/E_U=dS/d\varepsilon$. White noise gives a constant $E_U$ in $d=2$, where $S$ is linear. In $d=3$ the exponent rises from $1/2$ at small depth towards 2 at large depth, so $S$ changes from concave to convex and has a nearly straight section between.

Take the trial density $n=(2\pi s^2)^{-3/2}e^{-r^2/(2s^2)}$. Since $\nabla\varphi=-\mathbf r\varphi/(2s^2)$ and $\langle r^2\rangle=3s^2$,

$$T=\frac1{2m}\frac{3s^2}{4s^4}=\frac3{8ms^2}.$$

The separation of two points drawn from $n$ has variance $2s^2$ along each axis. Averaging the Gaussian $B$ over it adds $\ell^2$ to this variance:

$$R=\frac{\gamma}{[2\pi(2s^2+\ell^2)]^{3/2}}.$$

Let $y=s^2$, for which $dT/dy=-T/y$. Setting the derivative of $\ln[(\varepsilon+T)^2/R]$ to zero gives

$$\frac{2T}{y(\varepsilon+T)}=\frac3{2y+\ell^2},\qquad
\varepsilon+T=\frac{2T(2y+\ell^2)}{3y},\qquad
\varepsilon=T\,\frac{y+2\ell^2}{3y}.$$

The condition $\alpha=1$ means $T=\varepsilon$, hence $y=\ell^2$ and

$$\varepsilon_1=\frac3{8m\ell^2}.$$

This is where the tangent to $S(\varepsilon)$ passes through the origin. It is not the straightest point, which requires $d^2S/d\varepsilon^2=0$. To find that point, use $T\propto1/y$ in the slope:

$$\frac{dS}{d\varepsilon}=\frac{\varepsilon+T}R\propto\frac{(2y+\ell^2)^{5/2}}{y^2}.$$

Its logarithmic derivative vanishes when $5/(2y+\ell^2)=2/y$, so $y=2\ell^2$. The slope is large at both small and large $y$, so this is its minimum. There $T=3/(16m\ell^2)$, and

$$\varepsilon_*=\frac23T=\frac1{8m\ell^2}=\frac{\varepsilon_1}3,\qquad \alpha=\frac{2\cdot\frac23}{\frac23+1}=0.8.$$

Within this trial family, the near-exponential tail is thus a crossover between white-noise and smooth-potential behaviour. It is centred where the binding length is comparable with $\ell$, not in the white-noise limit itself.

### (i) What do the formulas give for a smoothed three-dimensional potential?

**Take the round model values $m=0.3$, root-mean-square potential $W=0.1$ eV and $\ell=0.5$ nm. Compare the white-noise and smoothed exponents, and assess the edge shift.**

**Solution.** In atomic units $W=0.003675$ hartree and $\ell=9.449$ bohr. Because $B(0)=W^2$,

$$\gamma=W^2(2\pi\ell^2)^{3/2}=0.1794\ \text{hartree}^2\,\text{bohr}^3.$$

At a depth of 50 meV, $\varepsilon=W/2=0.001837$ hartree. The white-noise exponent is

$$S=\frac{13.36\sqrt{0.001837}}{0.1794\times0.3^{3/2}}=19.4.$$

The table compares this formula with the Gaussian trial result.

| depth (meV) | white $S$ | trial $S$ | trial $\alpha$ |
|---|---|---|---|
| 50 | 19.4 | 28.5 | 0.67 |
| 100 | 27.5 | 46.8 | 0.76 |
| 200 | 38.9 | 82.4 | 0.88 |
| 400 | 55.0 | 158.4 | 1.01 |

The minimum smoothed action lies between the two columns. The trial value is an upper bound because it uses a restricted set of orbitals. The white value is a lower bound because $\tilde B(q)\le\gamma$ implies $R\le\gamma Q$ for every orbital. As $\ell\to0$ the trial coefficient is 15.75, which is 18% above $C_3$. At 400 meV the trial action is almost three times the white-noise one. The bracket is then wide, but the minimum lies near its upper end. Numerical minimization over all radial orbitals gives $S=26.0$, 43.8, 78.8 and 154.0 at the four depths, so the trial action is too high by 9% at 50 meV and by 3% at 400 meV. The corresponding exponents $\alpha$ are 0.70, 0.80, 0.90 and 1.03.

The trial exponent reaches one at $\varepsilon_1=381$ meV, where $S=150.9$. Since $\alpha=1$ there,

$$E_U=\frac{\varepsilon_1}{S}=\frac{381\ \text{meV}}{150.9}=2.5\ \text{meV}.$$

The straightest point of the trial action is at $\varepsilon_*=381/3=127$ meV. For the full radial minimum it lies near 115 meV, with $E_U=2.9$ meV, and $\alpha=1$ is reached near 340 meV, so the trial landmarks are good to about 10%. Average slopes from the table show how little the trial tail bends. Between 50 and 100 meV, $E_U=50/(46.75-28.47)=2.7$ meV. The next two intervals give 2.8 and 2.6 meV. Over this range the trial exponent would look almost like an Urbach edge, although its local power changes from 0.67 to 1.01.

The second-order edge lowering is 0.000723 hartree, or 19.7 meV. At 50 meV this is 39% of the depth. In the white-noise formula it would change the exponent by about $19.4\times19.7/(2\times50)=3.8$, a factor of several tens in the density. The smoothed action is steeper at this depth, with $E_U\approx2.7$ meV, and the same rigid shift would change it by about 7. The weak-noise conditions are therefore poorly met there. At 381 meV the lowering is 5% of the depth, and a rigid shift would change the trial exponent by $19.7/2.526=7.8$. That figure overstates the correction. The smoothed noise couples to momenta up to about $1/\ell$, where the kinetic energy is $1/(2m\ell^2)=508$ meV. The binding energy is comparable with this, so the denominators $q^2/(2m)$ used for $\Delta$ are too small for so deep a level. Second-order perturbation theory for the level in its optimal well gives a lowering of 7.4 meV and a change of about 3 in the exponent. A correction of 3 is only 2% of the exponent, yet it would change the density by a factor of 20. The leading exponent can therefore be accurate in relative terms without fixing the absolute density.

At fixed $m$ and $\ell$, both $E_U$ and $\Delta$ are proportional to $W^2$, while $S$ is proportional to $1/W^2$. Stronger disorder broadens the edge and makes its states less rare, but it also moves the problem away from the weak-noise regime. A quantitative density in that regime needs the fluctuation prefactor and a consistent treatment of the edge shift.

The model values describe no particular material. The optimal well is about 0.4 eV deep for a level at 50 meV and about 1.4 eV deep for one at 400 meV, where a single parabolic band with fixed mass is not reliable, and with $S$ between 26 and 154 these states are extremely rare. The result concerns the density of states of one band in static Gaussian disorder. A measured Urbach absorption edge also involves the second band, the electron–hole interaction and thermal disorder, none of which is included here. The numerical output below gives the white-noise, trial, chain and lattice values to further digits.

## Calculated quantities

```
Reduced units: hbar = m = gamma = 1; all entries dimensionless
d=1: C_d=1.88562, int f^4=5.3333, T/eps=0.3333, peak depth/eps=2.0000
  grid minimum C_d=1.88561, grid exponent=1.50000
d=2: C_d=5.85045, int f^4=23.4018, T/eps=1.0000, peak depth/eps=4.8673
  grid minimum C_d=5.85040, grid exponent=0.99999
d=3: C_d=13.36237, int f^4=75.5890, T/eps=3.0000, peak depth/eps=18.8129
  grid minimum C_d=13.36237, grid exponent=0.50000
d=3 best Gaussian well: cost coefficient=13.591
d=3 best square well: cost coefficient=18.452
d=3 best exponential well: cost coefficient=13.428
d=4 Gaussian cost, width 0.001: eps=1: 19.7393, eps=2: 19.7394
d=5 Gaussian cost, eps=1: width 0.01: 1.0937, width 0.001: 0.1093
1D chains: total length=2000000, spacing=0.05
  eps=1.0: N sampled=0.056745, N flux=0.056683
  eps=1.5: N sampled=0.015425, N flux=0.015344
  eps=2.0: N sampled=0.002962, N flux=0.002868
  eps=2: rho flux / rho asymptotic=0.85887
  eps=10: rho flux / rho asymptotic=0.98963
  eps=100: rho flux / rho asymptotic=0.99968
1D exponent of -ln N, eps 100 to 200: 1.50065
3D lattice (4x4x4, spacing 1, eps=1): minimum gamma*S=6.1968
  from sampled probabilities: gamma*S=6.2342
  ln P: gamma=0.10: -60.866, gamma=0.05: -123.208
  edge lowering, gamma=0.01: sampled=0.003963, second order=0.003951
3D smoothed-noise model
  mass=0.3 electron masses, rms potential=0.1 eV, smoothing length=0.5 nm
  rms=0.003675 hartree, length=9.4486 bohr, gamma=0.17942 hartree^2 bohr^3
  depth=50 meV: white S=19.43, trial S=28.47, trial exponent=0.6721
  depth=100 meV: white S=27.48, trial S=46.75, trial exponent=0.7631
  depth=200 meV: white S=38.86, trial S=82.44, trial exponent=0.8772
  depth=400 meV: white S=54.95, trial S=158.42, trial exponent=1.0098
  white-noise limit of trial coefficient=15.7496
  trial exponent is 1 at depth=0.014001 hartree = 381.00 meV
  there: trial S=150.85, local Urbach energy=2.526 meV
  second-order edge lowering=0.000723 hartree = 19.69 meV
```
